# Induced gap of a semiconductor level coupled to a superconductor, part 2

A semiconductor level at energy $\varepsilon$ from the Fermi energy is joined by a real tunnel amplitude $t$ to metal orbitals $k$ of normal-state energy $\xi_k$, in an s-wave superconductor of fixed gap $\Delta$. The model has no repulsion on the level, no magnetic field, and a metal continuum with flat density of states $\nu$ per spin. $\Gamma=\pi\nu t^2$ is an energy, the half width at half maximum of the level beside the normal metal.

The Pauli matrices $\tau_x,\tau_z$ act on columns of two amplitudes (electron with spin up, missing electron with spin down): $u_d$ on the level and $u_k$ in the metal, where $h_k=\xi_k\tau_z+\Delta\tau_x$. At energy $\omega$, with $s=\sqrt{\Delta^2-\omega^2}$, eliminating the metal gives $\left[\omega-\varepsilon\tau_z-\Sigma(\omega)\right]u_d=0$ with

$$\Sigma(\omega)=-t^2\sum_k\frac{\omega+\xi_k\tau_z-\Delta\tau_x}{\xi_k^2+s^2}.$$

For the continuum this becomes $\Sigma(\omega)=-\frac{\Gamma}{s}\left(\omega-\Delta\tau_x\right)$. Band edges $-D_-$ and $D_+$ shift the level by $\delta\varepsilon=-\frac{\Gamma}{\pi}\ln\frac{D_+}{D_-}$, which $\varepsilon$ includes.

The positive bound energy $E$ obeys

$$E^2\left(1+\frac{2\Gamma}{\sqrt{\Delta^2-E^2}}\right)=\varepsilon^2+\Gamma^2. \tag{1}$$

Its minimum, at $\varepsilon=0$ on the branch $\tau_x=+1$, is the induced gap $E_g$:

$$E_g=\frac{\Gamma\Delta}{\Gamma+\sqrt{\Delta^2-E_g^2}}, \tag{2}$$

$$\Gamma=E_g\sqrt{\frac{\Delta+E_g}{\Delta-E_g}}, \tag{3}$$

$$E_g^2(\Delta+E_g)=\Gamma^2(\Delta-E_g). \tag{4}$$

For weak coupling,

$$E_g=\Gamma-\frac{\Gamma^2}{\Delta}+\frac{3\Gamma^3}{2\Delta^2}+\dots,\qquad \Gamma\ll\Delta. \tag{5}$$

Below, $x=E_g/\Delta$ and $g=\Gamma/\Delta$.

The first half tested these equations by diagonalizing the full matrix for the level and a discrete metal. They hold for each level of a quantum well if all have the same $\Gamma$ and the metal does not link them. If two levels at $\varepsilon=0$ couple with equal amplitudes to the same orbitals, their antisymmetric combination does not couple and stays at zero energy, so the pair has no gap.

**Strong coupling.** Here $x$ is close to one. Put $y=1-x$ in (4):

$$(1-y)^2(2-y)=g^2y,\qquad 2-5y+4y^2-y^3=g^2y. \tag{6}$$

Moving the linear term to the right gives $y(g^2+5)=2+4y^2-y^3$. Since $y$ is of order $g^{-2}$, the last two terms affect $y$ at order $g^{-6}$. Therefore $y=2/(g^2+5)+O(g^{-6})=2/g^2-10/g^4+O(g^{-6})$, or

$$E_g=\Delta-\frac{2\Delta^3}{\Gamma^2}+\frac{10\Delta^5}{\Gamma^4}+\dots,\qquad \Gamma\gg\Delta. \tag{7}$$

The gap approaches that of the superconductor from below. At $g=5$ the first two terms give $0.920$ against the root $0.933$.

The form before the last expansion is more useful:

$$E_g\approx\Delta\left(1-\frac{2}{g^2+5}\right). \tag{8}$$

Because $4y^2-y^3>0$ for $0<y<1$, it lies above the true value at every coupling. It gives $0.933$ at $g=5$ and $0.778$ at $g=2$, where the root is $0.752$.

**Levels away from the Fermi energy.** If $\Gamma$ and $|\varepsilon|$ are both much smaller than $\Delta$, then $s\approx\Delta$ in (1), and

$$E\approx\frac{\sqrt{\varepsilon^2+\Gamma^2}}{\sqrt{1+2\Gamma/\Delta}}\approx\sqrt{\varepsilon^2+\Gamma^2}.$$

This is the spectrum of a level with a fixed pairing energy $\Gamma$. If instead $\Gamma\gg\Delta$, then $E\to\Delta$, and the large term in (1) gives $2\Gamma\Delta^2/s\approx\Gamma^2+\varepsilon^2$. Solve for $s$ and use $\Delta-E=s^2/(\Delta+E)\approx s^2/2\Delta$:

$$\Delta-E\approx\frac{2\Gamma^2\Delta^3}{(\Gamma^2+\varepsilon^2)^2}.$$

At $\varepsilon=0$ this is the leading term of (7). Both formulas were tested by the diagonalization of the first half. The first, in its last form, held within 3% of $E$ at $(\Gamma,\varepsilon)/\Delta=(0.02,0.03)$. The second held within 3% of $\Delta-E$ at $(15,10)$.

**Where the bound state lives.** Let $w=u_d^\dagger u_d$ be the share of the normalized state that sits on the semiconductor. The metal amplitudes are $u_k=(\omega-h_k)^{-1}t\tau_zu_d$, where $h_k$ is the metal's two-by-two Hamiltonian. Their total weight is

$$\sum_ku_k^\dagger u_k=u_d^\dagger\,t^2\sum_k\tau_z(\omega-h_k)^{-2}\tau_z\,u_d=-u_d^\dagger\frac{d\Sigma}{d\omega}u_d,$$

because differentiating $(\omega-h_k)^{-1}$ gives $-(\omega-h_k)^{-2}$. On the branch $\tau_x=+1$ the self-energy is the number

$$\sigma(\omega)=\Gamma\sqrt{\frac{\Delta-\omega}{\Delta+\omega}},\qquad \frac{\sigma'}{\sigma}=-\frac12\left(\frac{1}{\Delta-\omega}+\frac1{\Delta+\omega}\right)=-\frac{\Delta}{\Delta^2-\omega^2}.$$

The bound state satisfies $\sigma(E_g)=E_g$. Normalization, $w(1-\sigma')=1$, then yields

$$w=\frac{\Delta^2-E_g^2}{\Delta^2-E_g^2+\Delta E_g}. \tag{9}$$

For weak coupling $w\approx1-\Gamma/\Delta$. For strong coupling $\Delta^2-E_g^2\approx4\Delta^4/\Gamma^2$, so $w\approx4\Delta^2/\Gamma^2$. Equation (9) gives $0.954$ at $g=0.05$ and $0.0098$ at $g=20$, against the limits $0.95$ and $0.01$. The share found by diagonalization agrees with (9) to within 0.2% of its value. The gap saturates while the state moves into the metal. An induced gap close to $\Delta$ therefore comes at the price of a state with little semiconductor character.

The same number measures sensitivity. Differentiate $E_g=\sigma(E_g)$ with respect to $\Gamma$ at fixed $\Delta$. Since $\sigma$ is proportional to $\Gamma$, $(1-\sigma')\,dE_g/d\Gamma=E_g/\Gamma$, and hence

$$\frac{d\ln E_g}{d\ln\Gamma}=w,\qquad \frac{d\ln E_g}{d\ln\Delta}=1-w. \tag{10}$$

The second relation follows because $E_g$ doubles when $\Gamma$ and $\Delta$ both double. If $\Gamma$ is inferred from a gap by (3), a small relative error of the gap is magnified by $1/w$ at fixed $\Delta$. Strong contacts are poorly suited to that inference.

**Solving the equation.** For $g\le1$ apply Newton's method to $Q(x)=x^2(1+x)-g^2(1-x)$, starting at $x=g$. There $Q=2g^3>0$, and for $x>0$ the function is rising and convex. Each step therefore moves down towards the root without passing it.

For $g>1$ use $y=1-x$, which avoids the loss of digits in $\Delta-E_g$. Let $P(y)=g^2y-(1-y)^2(2-y)$. On $0\le y\le1$ its slope $g^2+(1-y)(5-3y)$ is positive and its second derivative $6y-8$ is negative. Starting at $y=0$, the steps rise towards the root without passing it. The first step is $2/(g^2+5)$, which is equation (8).

For a general $\varepsilon$ set $E=\Delta\sin\theta$ and multiply (1) by $\cos\theta/\Delta^2$:

$$\sin^2\theta\,(\cos\theta+2g)=\left(g^2+\frac{\varepsilon^2}{\Delta^2}\right)\cos\theta .$$

The difference of the two sides changes sign once between $\theta=0$ and $\pi/2$, so bisection is safe and no division by a vanishing root occurs.

**Worked example.** Consider a grounded InAs quantum well, extended in its plane and with one occupied subband, under an aluminium film 10 nm thick. Take $\Delta=0.20$ meV and $\Gamma=0.40$ meV, so $g=2$. The first Newton step gives $y=2/9=0.2222$. There $P=0.88889-1.07545=-0.18656$ and $P'=7.370$, so the second step gives $y=0.2222+0.0253=0.2475$. The converged root is $x=0.7522$, and

$$E_g=0.7522\times0.20\ \text{meV}=0.150\ \text{meV}=150\ \mu\text{eV}.$$

To check (2), $s=\sqrt{0.20^2-0.1504^2}=0.1318$ meV, and $0.40\times0.20/(0.40+0.1318)=0.1504$ meV. The leading weak-coupling term would give 0.40 meV and the first two terms of (7) would give 0.10 meV; neither limit serves here. The static estimate $\Gamma\Delta/(\Gamma+\Delta)=0.133$ meV is 11% below the root.

From (9), $w=0.0174/(0.0174+0.0301)=0.37$. By (10), a small relative increase of $\Gamma$ at fixed $\Delta$ raises the gap by a relative amount 0.37 times as large. For a gap of $\Delta/2$, equation (3) gives $\Gamma=0.10\sqrt3=0.173$ meV.

**Small corrections for these numbers.** At 30 mK, $k_BT=2.6\ \mu$eV, and the gap is 58 times larger; thermal excitation across it is negligible. For a well area $A=10\ \mu\text{m}^2$ and effective mass $m^*=0.023\,m$, the mean level spacing per spin is $2\pi\hbar^2/(m^*A)=2.1\ \mu$eV. The level nearest to the Fermi energy is typically a few $\mu$eV away or less, and its energy exceeds $E_g$ by $\varepsilon^2/F'(E_g)$, where $F$ is the left side of (1). Since $F'>2\Gamma^2/E_g$, the excess is below $0.05\ \mu$eV even for a level $10\ \mu$eV away.

The charging energy for a plate distance $\ell=10$ nm and dielectric constant $\epsilon_r=15$ is, in SI units, $e^2\ell/(\epsilon_0\epsilon_rA)=1.2\ \mu$eV. It grows as the area shrinks. In a small closed dot it can rival $\Gamma$, and equation (1), which omits repulsion, then does not apply.

The well also broadens the aluminium levels. With the same squared amplitudes in both directions, the widths are in the ratio of the densities of states. For free electrons with Fermi wavenumber $k_F=17.5\ \text{nm}^{-1}$ in a film of thickness $L$, this ratio is $(m^*/m)\,\pi/(k_FL)=4.1\times10^{-4}$. The resulting width of $0.17\ \mu$eV is far below $\Delta$, which supports keeping $\Delta$ fixed. Unequal band edges with $D_+/D_-=2$ shift the levels by $-0.088$ meV. In a band this changes which level meets the Fermi energy, not the minimum $E_g$.

**Magnetic field.** A Zeeman energy $\pm V$ for the two spins on the level adds $V$ times the unit matrix to its two-component problem. To first order the bound energies become $E_g\pm wV$. Diagonalization at $g=2$ with $V=10^{-3}\Delta$ gives the slope $0.3660$, equal to $w$ to the digits shown. For a $g$-factor of magnitude 10 in a field of 0.1 T, $V=28.9\ \mu$eV and $wV=10.6\ \mu$eV, or 7% of the gap. The metal, with $g$-factor 2, contributes $3.7\ \mu$eV through its share $1-w$; this adds or subtracts according to the relative sign of the $g$-factors. Orbital effects of the field and spin-orbit coupling are left out. In an extended well with little scattering the orbital effect is not small. A field $B$ along the layers shifts the level energies by up to $veB\ell$, where $v$ is the Fermi speed in the well and $\ell$ here is the distance between the middles of well and film. For $5\times10^{15}$ electrons per m² and $\ell=10$ nm this is about 0.9 meV at 0.1 T. This value uses the band-edge mass; the mass of InAs grows with energy, which lowers the shift to roughly 0.4–0.7 meV, depending on the confinement. The shift enters like $V$, but it is too large for the first-order rule. At $\varepsilon=0$ and $\omega=0$ the matrix acting on $u_d$ is $-V-\Gamma\tau_x$, so the gap closes when $|V|=\Gamma=0.40$ meV. With the band-edge mass this happens near 0.045 T. The Zeeman estimate alone therefore does not tell which field the gap survives.

**A clean film.** Without a magnetic field, the largest effect considered here concerns the continuum itself. If the interface and film conserve the momentum along the layers, each well level meets just the standing waves across the film. Their spacing is $\delta=\pi\hbar v_F/L=419$ meV, with $v_F=\hbar k_F/m$. Suppose the Fermi energy lies midway between them, $\xi_n=(n+\tfrac12)\delta$. For $\delta\gg\Delta$ one may drop $s^2$ beside $\xi_n^2$:

$$\sum_n\frac1{\xi_n^2}=\frac{8}{\delta^2}\sum_{n=0}^{\infty}\frac1{(2n+1)^2}=\frac{8}{\delta^2}\,\frac{\pi^2}{8}=\frac{\pi^2}{\delta^2}.$$

To compare at fixed $\Gamma$, use $\nu=1/\delta$ and $t^2=\Gamma\delta/\pi$. The self-energy is then $-a(\omega-\Delta\tau_x)$ with $a=\pi\Gamma/\delta$. At $\varepsilon=0$ this gives $E=a(\Delta-E)$, or

$$E=\frac{a\Delta}{1+a}. \tag{11}$$

A diagonalization with $\delta=50\Delta$, $\Gamma=2\Delta$ and 200 metal levels gives $0.1113\Delta$, against $0.1116\Delta$ from (11). In the example $a=0.0030$, and the gap falls from 150 to $0.6\ \mu$eV.

**Beside real InAs–aluminium contacts.** The gap of 0.20 meV and the mass $0.023\,m$ are rough typical values. The coupling is not a material constant: it depends on the interface and on how far gates push the electrons towards the metal. The 0.40 meV used here is a round choice, so 0.150 meV is a result of the model and not a prediction for a given device. A real film is neither perfectly clean nor an ideal continuum. A common $\Gamma$ needs a near-continuum of metal orbitals for each well level. Strong scattering in the film can supply it, with a mean free path well below the film thickness. So can an interface that couples each well level with about equal strength to all momenta along the layers, even if the film is clean and thin. The signs of these amplitudes must then vary irregularly from level to level. If they are the same for all levels, only one combination couples and the others keep no gap, as in the two-level case of the first half. If the momentum is conserved, a clean film must be so thick that $\delta$ does not exceed $\Delta$, which here means at least about 20 μm for an accuracy near 1%; in a thin one, the midway case above shows a reduction by a factor of about 250. Midway is the extreme. With the nearest standing wave at a distance $\varphi\delta\gg\Delta$ from the Fermi energy, $a$ is divided by $\sin^2\pi\varphi$, and the factor falls to about 160 at $\varphi=0.3$ and 25 at $\varphi=0.1$. A design based on (2) thus presupposes such a near-continuum, well levels that the metal does not link, a grounded and extended semiconductor, and a weak field. The numerical output below lists the values for the other couplings.

## Numbers as computed

```
TESTS (energies in units of Delta)
largest |E(diagonalized) - E(equation)| = 2.0e-06
Zeeman slope at Gamma/Delta=2: 0.3660
clean ladder, spacing 50, Gamma 2: E = 0.1113, formula 0.1116
TABLE: Gamma/Delta, E/Delta equation, diagonalized,
  weak 1st order, weak 3rd order, strong 1-2/g^2, share w
  0.05 0.04767 0.04767    0.0500      0.0477  -799.0000 0.9544
  0.20 0.16868 0.16868    0.2000      0.1720   -49.0000 0.8521
  1.00 0.54369 0.54369    1.0000      1.5000    -1.0000 0.5644
  2.00 0.75217 0.75217    2.0000     10.0000     0.5000 0.3660
  5.00 0.93274 0.93274    5.0000    167.5000     0.9200 0.1223
 20.00 0.99506 0.99506   20.0000  11620.0000     0.9950 0.0098
EXAMPLE: InAs well under aluminium (rough values)
Delta = 0.20 meV, Gamma = 0.40 meV
Gamma/Delta = 2.00
induced gap E_g = 0.1504 meV = 150.4 micro-eV
E_g/Delta = 0.7522
sqrt(Delta^2 - E_g^2) = 0.1318 meV
right side Gamma*Delta/(Gamma+root) = 0.1504 meV
share of state on semiconductor w = 0.3660
strong-limit estimate = 0.1000 meV
Gamma that gives E_g = Delta/2: 0.1732 meV
NEGLECTED EFFECTS
kT at 30 mK = 2.59 micro-eV, E_g/kT = 58.2
Zeeman energy, |g|=10, 0.1 T: 28.9 micro-eV
  its effect on E_g, w*V = 10.6 micro-eV
  metal part, g=2, (1-w)*V = 3.7 micro-eV
area = 10 um^2, InAs mass = 0.023 m
level spacing per spin = 2.08 micro-eV
charging energy (eps_r=15, 10 nm) = 1.21 micro-eV
Al film 10 nm, k_F = 17.5 1/nm, v_F = 2.03e+06 m/s
density-of-states ratio InAs/film = 4.13e-04
back-action width on Al = 0.165 micro-eV
level shift for D+/D- = 2: -0.0883 meV
clean-film level spacing = 419 meV
gap for clean film, midway = 0.60 micro-eV
```
